# Orbital susceptibility of a gapped honeycomb lattice from current response and flux supercells

## The model

Electrons on a honeycomb lattice with bond length \(d\) have site energy \(+\Delta\) on sublattice A and \(-\Delta\) on sublattice B, with \(\Delta>0\), and nearest-neighbour hopping \(-t\). The bonds from A to B and the lattice vectors are

\[
\boldsymbol\delta_{1,3}=d\left(\tfrac12,\pm\tfrac{\sqrt3}{2}\right),\quad \boldsymbol\delta_2=d(-1,0),\qquad
\mathbf a_1=d\left(\tfrac32,\tfrac{\sqrt3}{2}\right),\quad \mathbf a_2=d(0,\sqrt3).
\]

The cell area is \(A_c=3\sqrt3\,d^2/2\). There are \(g=2\) spins, the lower band is full, the temperature is zero and the electrons do not interact. A magnetic field enters through Peierls phases \((e/\hbar)\int\mathbf A\cdot d\mathbf l\) along straight bonds. The Zeeman term is omitted: while the splitting between the two spins is smaller than the gap \(2\Delta\), it leaves both spin populations equal and the total energy unchanged.

With Bloch sums whose phases refer to the true atomic positions,

\[
h(\mathbf k)=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix}=\mathbf D\cdot\boldsymbol\sigma,\qquad f=-t\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad \mathbf D=(\mathrm{Re}f,-\mathrm{Im}f,\Delta).
\]

The bands are \(\pm\varepsilon\) with \(\varepsilon=|\mathbf D|\). Write \(\mathbf n=\mathbf D/\varepsilon\) and \(\mathbf w=\partial_{k_y}\mathbf D\). Subscripts \(x,y\) on \(\varepsilon,\mathbf n,f,h,P\) denote \(k\)-derivatives, and \(\langle\cdot\rangle\) is the average over the Brillouin zone. The sheet susceptibility \(\chi\) for a perpendicular field is defined by the energy per area, \(u(B)=u(0)-\chi B^2/2\).

## (a) Susceptibility and current response

**Question.** For \(\mathbf A=A_0\cos(qx)\,\hat{\mathbf y}\), write the energy change per cell as \((eA_0/\hbar)^2K(q)/4\). Relate \(K\) to the induced current and \(\chi\) to \(K''(0)\).

**Answer.** Let the current density be \(j_0\cos(qx)\,\hat{\mathbf y}\). A change \(\delta A_0\) alters the mean energy per area by \(-j_0\,\delta A_0/2\), since the mean of \(\cos^2\) is \(1/2\). Differentiating the given energy, divided by \(A_c\), yields \(e^2KA_0\,\delta A_0/(2\hbar^2A_c)\). Hence \(j_0=-(e^2/\hbar^2)KA_0/A_c\), so \(K\) is the static current response.

The field is \(B=\partial_xA_y=-qA_0\sin(qx)\), with mean square \(q^2A_0^2/2\). For slow variation the energy per cell changes by \(-\chi A_cq^2A_0^2/4\). Comparison gives

\[
K(q)=-\tilde\chi A_cq^2+O(q^4),\qquad \tilde\chi=\frac{\hbar^2}{e^2}\chi,\qquad
\chi=-\frac{e^2}{2\hbar^2A_c}K''(0).
\]

The power series in \(q\) relies on the gap, which keeps every energy denominator away from zero.

## (b) The response function

**Question.** Derive \(K(q)\), including the effect of the finite bond length.

**Answer.** Put \(a=eA_0/\hbar\). The phase on bond \(j\), whose centre has coordinate \(x_c\), is

\[
\theta_j=a\,\delta_{jy}\int_0^1\!ds\,\cos[q(x_c+(s-\tfrac12)\delta_{jx})]
=a\,\delta_{jy}\,\frac{\sin(q\delta_{jx}/2)}{q\delta_{jx}/2}\cos(qx_c).
\]

Bond 2 has \(\delta_{2y}=0\), and the other two share \(\delta_{jx}=d/2\). Every non-zero phase therefore carries the factor \(S=\sin(qd/4)/(qd/4)\), and \(K=S^2K_c\), where \(K_c\) uses \(\mathbf A\) at the bond centres.

Expand \(-te^{i\theta}=-t-it\theta+t\theta^2/2+\dots\) with \(S\) set to 1. In the quadratic term \(\cos^2\) averages to \(1/2\), and \(f_{yy}=t\sum_j\delta_{jy}^2e^{i\mathbf k\cdot\boldsymbol\delta_j}\). Its expectation value per cell and spin is thus \((a^2/4)\langle\mathrm{Tr}\,P\,h_{yy}\rangle\), where \(P\) projects on the lower band.

In the linear term split the cosine into \(e^{\pm iqx_c}/2\). For the plus sign, an electron entering with wavevector \(\mathbf k-\mathbf q/2\) on B leaves with \(\mathbf k+\mathbf q/2\) on A. The phase left over is

\[
e^{i(\mathbf k-\mathbf q/2)\cdot\boldsymbol\delta_j}\,e^{i\mathbf q\cdot\boldsymbol\delta_j/2}=e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\]

The vertex is \(-it\sum_j\delta_{jy}e^{i\mathbf k\cdot\boldsymbol\delta_j}=f_y(\mathbf k)\), so the perturbation is \((a/2)\,h_y\) taken at the midpoint wavevector. Second-order perturbation theory gives \(-(a^2/4)\langle|M|^2/(\varepsilon_++\varepsilon_-)\rangle\) for each sign of \(q\), with

\[
M=\langle c,\mathbf k+\mathbf q/2|h_y(\mathbf k)|v,\mathbf k-\mathbf q/2\rangle,\qquad \varepsilon_\pm=\varepsilon(\mathbf k\pm\mathbf q/2).
\]

The two signs contribute equally, because the trace in part (d) is symmetric under exchange of the two wavevectors. Adding all terms and multiplying by \(4g/a^2\),

\[
K_c(q)=g\langle\mathrm{Tr}\,P\,h_{yy}\rangle-2g\left\langle\frac{|M|^2}{\varepsilon_++\varepsilon_-}\right\rangle .
\]

## (c) The uniform limit

**Question.** Show that \(K(0)=0\), and decide whether \(S\) affects \(\chi\).

**Answer.** First-order perturbation theory in \(k_y\) gives the upper-band part of \(\partial_y|v\rangle\) as \(-|c\rangle M/(2\varepsilon)\) at \(q=0\). Hence \(\mathrm{Tr}\,P_yh_y=-2|M|^2/(2\varepsilon)\), which is the second term of \(K_c(0)/g\) before averaging. Therefore

\[
K_c(0)=g\langle\mathrm{Tr}(Ph_{yy}+P_yh_y)\rangle=g\langle\partial_{k_y}\mathrm{Tr}(Ph_y)\rangle=0.
\]

The average vanishes because \(\mathrm{Tr}(Ph_y)=-\varepsilon_y\) is periodic. Physically, a uniform static \(\mathbf A\) is a shift of \(\mathbf k\) and drives no current in a full band.

Since \(S^2=1-q^2d^2/48+\dots\) multiplies a function that starts at \(q^2\), it changes \(K\) at order \(q^4\) and leaves \(\chi\) unaltered.

## (d) The second derivative

**Question.** Carry out the expansion in \(q\) and express \(\chi\) as a zone integral.

**Answer.** The diamagnetic term of \(K_c\) does not depend on \(q\), so \(|M|^2\) and the denominator are needed. As \(\Delta\) is constant, \(h_y=\mathbf w\cdot\boldsymbol\sigma\). The projectors are \((1+\mathbf n_+\cdot\boldsymbol\sigma)/2\) on the upper state and \((1-\mathbf n_-\cdot\boldsymbol\sigma)/2\) on the lower one. Use

\[
(\mathbf w\cdot\boldsymbol\sigma)(\mathbf n_-\cdot\boldsymbol\sigma)(\mathbf w\cdot\boldsymbol\sigma)=2(\mathbf w\cdot\mathbf n_-)\,\mathbf w\cdot\boldsymbol\sigma-w^2\,\mathbf n_-\cdot\boldsymbol\sigma .
\]

Then

\[
\begin{aligned}
|M|^2&=\tfrac14\mathrm{Tr}\{(1+\mathbf n_+\cdot\boldsymbol\sigma)[w^2-2(\mathbf w\cdot\mathbf n_-)\mathbf w\cdot\boldsymbol\sigma+w^2\mathbf n_-\cdot\boldsymbol\sigma]\}\\
&=\tfrac12[w^2(1+\mathbf n_+\cdot\mathbf n_-)-2(\mathbf n_+\cdot\mathbf w)(\mathbf n_-\cdot\mathbf w)].
\end{aligned}
\]

Insert \(\mathbf n_\pm=\mathbf n\pm q\mathbf n_x/2+q^2\mathbf n_{xx}/8\). Differentiating \(\mathbf n\cdot\mathbf n=1\) twice gives \(\mathbf n\cdot\mathbf n_{xx}=-|\mathbf n_x|^2\), and \(\mathbf n\cdot\mathbf w=\varepsilon_y\). To order \(q^2\),

\[
\begin{aligned}
\mathbf n_+\cdot\mathbf n_-&=1-\tfrac{q^2}{2}|\mathbf n_x|^2,\\
(\mathbf n_+\cdot\mathbf w)(\mathbf n_-\cdot\mathbf w)&=\varepsilon_y^2+\tfrac{q^2}{4}[\varepsilon_y\,\mathbf w\cdot\mathbf n_{xx}-(\mathbf w\cdot\mathbf n_x)^2].
\end{aligned}
\]

With \(G=w^2|\mathbf n_x|^2+\varepsilon_y\,\mathbf w\cdot\mathbf n_{xx}-(\mathbf w\cdot\mathbf n_x)^2\) this becomes \(|M|^2=w^2-\varepsilon_y^2-q^2G/4\). The denominator is \(\varepsilon_++\varepsilon_-=2\varepsilon+q^2\varepsilon_{xx}/4\), whose inverse is \((1-q^2\varepsilon_{xx}/8\varepsilon)/(2\varepsilon)\). Hence

\[
\frac{|M|^2}{\varepsilon_++\varepsilon_-}=\frac{w^2-\varepsilon_y^2}{2\varepsilon}-\frac{q^2}{2}I,\qquad
I=\frac{G}{4\varepsilon}+\frac{\varepsilon_{xx}(w^2-\varepsilon_y^2)}{8\varepsilon^2}.
\]

So \(K=gq^2\langle I\rangle+O(q^4)\). Using part (a) and \(\langle I\rangle/A_c=\int d^2k\,I/(2\pi)^2\),

\[
\boxed{\chi=-g\frac{e^2}{\hbar^2}\int\!\frac{d^2k}{(2\pi)^2}\left\{\frac{w^2|\mathbf n_x|^2+\varepsilon_y\mathbf w\cdot\mathbf n_{xx}-(\mathbf w\cdot\mathbf n_x)^2}{4\varepsilon}+\frac{\varepsilon_{xx}(w^2-\varepsilon_y^2)}{8\varepsilon^2}\right\}}
\]

## (e) Small gap

**Question.** Find the leading behaviour for \(\Delta\ll t\).

**Answer.** At the zone corner \(\mathbf k=(0,4\pi/(3\sqrt3d))\) the bond phases are \(e^{2\pi i/3},1,e^{-2\pi i/3}\). There \(f=0\), \(f_x=3itd/2\) and \(f_y=3td/2\). Thus \(\mathbf D_x\) and \(\mathbf w\) are perpendicular, lie in the plane and have length \(\hbar v=3td/2\).

Let \(\mathbf p\) be \(\hbar v\) times the wavevector measured from the corner. To leading order \(\mathbf D\) has components \((p_x,p_y,\Delta)\) along \(\mathbf D_x\), \(\mathbf w\) and the third axis. With derivatives taken in \(\mathbf p\),

\[
|\mathbf n_x|^2=\frac1{\varepsilon^2}-\frac{p_x^2}{\varepsilon^4},\quad
\mathbf w\cdot\mathbf n_x=-\frac{p_xp_y}{\varepsilon^3},\quad
\mathbf w\cdot\mathbf n_{xx}=-\frac{p_y}{\varepsilon^3}+\frac{3p_x^2p_y}{\varepsilon^5},\quad
\varepsilon_{xx}=\frac1\varepsilon-\frac{p_x^2}{\varepsilon^3},
\]

with \(\varepsilon_y=p_y/\varepsilon\) and \(w^2=1\). The angular averages of \(p_x^2\) and \(p_x^2p_y^2\) are \(p^2/2\) and \(p^4/8\). The four terms of \(8I\), in order, average to

\[
\left[\frac2{\varepsilon^3}-\frac{p^2}{\varepsilon^5}\right]+\left[-\frac{p^2}{\varepsilon^5}+\frac{3p^4}{4\varepsilon^7}\right]-\frac{p^4}{4\varepsilon^7}+\left[\frac1{\varepsilon^3}-\frac{p^2}{\varepsilon^5}+\frac{p^4}{8\varepsilon^7}\right]
=\frac3{\varepsilon^3}-\frac{3p^2}{\varepsilon^5}+\frac{5p^4}{8\varepsilon^7}.
\]

Put \(p^2=\varepsilon^2-\Delta^2\) and \(p\,dp=\varepsilon\,d\varepsilon\):

\[
\int_\Delta^\infty\!\varepsilon\,d\varepsilon\left[\frac{3\Delta^2}{\varepsilon^5}+\frac58\left(\frac1{\varepsilon^3}-\frac{2\Delta^2}{\varepsilon^5}+\frac{\Delta^4}{\varepsilon^7}\right)\right]
=\frac1\Delta\left[1+\frac58\left(1-\frac23+\frac15\right)\right]=\frac{4}{3\Delta}.
\]

Dividing by \(8\cdot2\pi\) gives \(1/(12\pi\Delta)\) per valley. Returning to \(\mathbf k\) restores \((\hbar v)^4\) from four derivatives and \((\hbar v)^{-2}\) from the area element. Time reversal makes the second valley equal, so

\[
\tilde\chi\to-\frac{g(\hbar v)^2}{6\pi\Delta}\qquad(\Delta\ll t).
\]

The divergence marks where the method fails: without a gap, \(K\) has no regular \(q^2\) expansion at half filling.

## (f) Energies at finite flux

**Question.** A row of \(L\) cells along \(\mathbf a_1\) holds one flux quantum \(h/e\). Construct the Hamiltonian, show that the filling stays fixed, and obtain \(\chi\) from the energy. Use the same energy to find \(\chi\) for \(\Delta\gg t\).

**Answer.** Let \(\varphi=1/L\) be the flux per hexagon in quanta. Give the \(\boldsymbol\delta_3\) bond leaving the A site at \(m\mathbf a_1+n\mathbf a_2\) the phase \(-2\pi\varphi m\). The two such bonds of a hexagon are separated by \(\boldsymbol\delta_1-\boldsymbol\delta_2=\mathbf a_1\) and traversed in opposite senses, so each hexagon encloses a phase of magnitude \(2\pi\varphi\). After \(L\) cells the bond phase has changed by \(2\pi\), and the row closes on itself. Other gauges with the same hexagon fluxes differ at most by boundary phases, which the average over \(\mathbf k\) covers.

Let \(T\) be the square matrix of A–B hoppings, with singular values \(s\). Each pair of singular vectors reduces the Hamiltonian to a \(2\times2\) block with diagonal \(\pm\Delta\) and off-diagonal \(s\), whose levels are \(\pm\sqrt{\Delta^2+s^2}\). Half the levels are negative at any flux, and the gap is at least \(2\Delta\). The energy per cell, with \(N\) cells, is

\[
E(\varphi)=-\frac gN\mathrm{Tr}\sqrt{\Delta^2+TT^\dagger}.
\]

Since \(B=\varphi h/(eA_c)\), the definition of \(\chi\) gives

\[
E(\varphi)-E(0)=-\tfrac12\chi A_cB^2+\dots=-\frac{\tilde\chi(2\pi\varphi)^2}{2A_c}+O(\varphi^4).
\]

Odd powers vanish by time reversal. The estimate \(\tilde\chi(\varphi)=-2A_c[E(\varphi)-E(0)]/(2\pi\varphi)^2\) therefore has an error of order \(\varphi^2\), removable by extrapolation.

For large \(\Delta\) expand the root in \(X=TT^\dagger\):

\[
\sqrt{\Delta^2+X}=\Delta+\frac{X}{2\Delta}-\frac{X^2}{8\Delta^3}+\frac{X^3}{16\Delta^5}-\frac{5X^4}{128\Delta^7}+\dots
\]

The trace of \(X^n\) counts closed walks of \(2n\) steps from A sites. Flux first enters at six steps: three hexagons meet at an A site and each has two senses, giving \(6t^6\cos2\pi\varphi\) per cell. The quadratic part of the cosine raises the energy by \(g(3/16)(t^6/\Delta^5)(2\pi\varphi)^2\), so

\[
\tilde\chi\to-\frac38\,gA_c\frac{t^6}{\Delta^5}\qquad(\Delta\gg t).
\]

Eight-step walks that enclose flux add one out-and-back step to a hexagon loop. There are \(6\times3=18\) insertions, of which 6 are duplicates, because retracing a hexagon edge can be assigned to either end. The 12 distinct loops have 4 starting points on A and 2 senses, hence 96 walks per cell. The relative correction is \(-(5\cdot96/128)/(6/16)\,(t/\Delta)^2=-10(t/\Delta)^2\).

## (g) Numerical case

**Question.** Evaluate both routes for \(t=3\) eV, \(\Delta=1.5\) eV and \(d=0.15\) nm, and compare with the small-gap formula.

**Answer.** These are round model parameters with \(\Delta/t=0.5\). Below, \(\tilde\chi\) is in units of \(td^2\), energies are in \(t\), and \(A_c=2.598\,d^2\). The four terms of the zone integral, in the order written, give

\[
\tilde\chi=-0.3458+0.0759+0.0578-0.0932=-0.3053 .
\]

**Current response.** At \(q=0\) the diamagnetic and paramagnetic parts are \(\pm1.4919\,td^2\) and cancel. At \(qd=0.02\), \(K_c=3.17143\times10^{-4}\,td^2\), so \(-K_c/(q^2A_c)=-0.30517\). At \(qd=0.04\) the ratio is \(-0.30469\). Removing the next power of \(q^2\) gives \((-4\times0.30517+0.30469)/3=-0.3053\).

The bond factor was tested with energies in a cosine vector potential at \(qd=0.698\). They give \(K=0.24151\,td^2\), which equals the bond-centre value \(0.24398\) times \(S^2=0.98989\).

**Uniform flux.**

| \(L\) | \(B\) (T) | \(E(\varphi)-E(0)\) | \(\tilde\chi(\varphi)\) |
|---|---|---|---|
| 24 | 2948 | \(3.8050\times10^{-3}\) | −0.28847 |
| 72 | 983 | \(4.4383\times10^{-4}\) | −0.30283 |
| 96 | 737 | \(2.5052\times10^{-4}\) | −0.30389 |
| 144 | 491 | \(1.1163\times10^{-4}\) | −0.30468 |

For \(L=72\), for instance, \(-2(2.598)(4.4383\times10^{-4})(72)^2/(2\pi)^2=-0.3028\). For the last three rows \(\varphi^2\) is in the ratio \(16:9:4\). The quadratic through them, taken at zero, has weights \(3/7,\,-64/35,\,12/5\):

\[
\tilde\chi(0)=-\tfrac37(0.30283)+\tfrac{64}{35}(0.30389)-\tfrac{12}{5}(0.30468)=-0.3053 .
\]

The unrounded extrapolation differs from the zone integral by \(1.3\times10^{-5}\) of its value. The 144-cell row represents a field of about 490 T, and its value still lies 0.2% from the zero-field limit; extrapolation removes this remainder.

With \(e^2td^2/\hbar^2=2.496\times10^{-8}\) A/T,

\[
\chi=-0.3053\times2.496\times10^{-8}\ \mathrm{A/T}=-7.62\times10^{-9}\ \mathrm{A/T}.
\]

The sheet is diamagnetic. The small-gap formula gives \(\tilde\chi=-0.477\), about 56% too large in magnitude relative to the lattice result: at \(\Delta=t/2\) the two-cone approximation is poor. The numerical check also confirms both limiting laws and the coefficient \(-10\).

The result describes currents along the bonds of this model. It leaves out currents within the atoms and electron interaction, and it does not apply to a partly filled band.

## Values computed for the example and the checks

```
hopping t = 3.00 eV, delta = 1.50 eV, d = 0.150 nm
delta/t = 0.500, cell area = 2.59808 d^2
chi below is in units of e^2 t d^2/hbar^2, energies in t, q in 1/d
chi part from w^2 |n_x|^2 term = -0.345796
chi part from eps_y w.n_xx term = 0.075879
chi part from -(w.n_x)^2 term = 0.057768
chi part from eps_xx term = -0.093182
chi, closed form = -0.305332
integrand at zone corner = 15.1875 t d^4
K(0): diamagnetic = 1.491902, paramagnetic = -1.491902 t d^2
q = 0.04: K = 1.266574e-03 t d^2, -K/(q^2 area) = -0.304690
q = 0.02: K = 3.171431e-04 t d^2, -K/(q^2 area) = -0.305171
chi from second q-derivative = -0.305331
cosine field, q = 0.69813: K from energies = 0.241511 t d^2
same q: K bond-centre = 0.243978 t d^2, bond factor = 0.989887
zero-field energy per cell = -3.34324737 t
L = 24: B = 2947.8 T, dE = 3.805018e-03 t, chi = -0.288470
L = 48: B = 1473.9 T, dE = 9.894794e-04 t, chi = -0.300062
L = 72: B = 982.6 T, dE = 4.438293e-04 t, chi = -0.302833
L = 96: B = 737.0 T, dE = 2.505236e-04 t, chi = -0.303888
L = 144: B = 491.3 T, dE = 1.116327e-04 t, chi = -0.304676
smallest gap at L = 144: 1.000000 t
chi extrapolated to zero flux (L = 72, 96, 144) = -0.305328
relative difference from closed form = -1.3e-05
delta/t = 0.04: chi*delta/t = -0.23160
delta/t = 0.02: chi*delta/t = -0.23517
chi*delta/t: extrapolated = -0.23874, Dirac formula = -0.23873
Dirac estimate of chi for the example = -0.477465
delta/t = 40: chi*(delta/t)^5 = -1.93644
delta/t = 80: chi*(delta/t)^5 = -1.94552
chi*(delta/t)^5: extrapolated = -1.94854, loop formula = -1.94856
coefficient of (t/delta)^2 correction, from delta/t = 80: -9.986
unit e^2 t d^2/hbar^2 = 2.49622e-08 A/T
chi = -7.6217e-09 A/T
```
